# Why Dilatation Decays Exponentially Beneath Patterned Stressors but Stress Components Need Not

## Definitions and conventions

The substrate fills $z>0$, with $z$ measured downward from the surface. It is homogeneous, isotropic and linearly elastic, and no body force acts in it. The displacement is $\mathbf u$, and the dilatation, the fractional volume change, is $e=\nabla\cdot\mathbf u$. Tension is positive. With Lamé constants $\lambda,\mu$ and Poisson ratio $\nu$,

$$\sigma_{ij}=\lambda e\,\delta_{ij}+2\mu\varepsilon_{ij},\qquad \lambda=\frac{2\mu\nu}{1-2\nu},\qquad \lambda+\mu=\frac{\mu}{1-2\nu}.$$

A periodic surface load is a sum of harmonics. Take one, with wavevector of length $k>0$ along $x$:

$$\sigma_{zz}(x,0)=N\cos kx,\qquad \sigma_{xz}(x,0)=T\sin kx .$$

Other phases follow by shifting $x$ and superposing. Nothing varies along $y$. A traction along $y$ excites only $u_y$, which obeys $\nabla^2u_y=0$; it therefore decays as $e^{-kz}$ and carries no dilatation. What remains is plane strain, $u_y=0$. A two-dimensional array of dots is covered as well, because the axes can be rotated separately for each of its wavevectors. All fields are required to vanish at depth, and $s=kz$ denotes the scaled depth.

## What happens

For each harmonic, $e\propto e^{-kz}$ at every depth, while the stresses $\sigma_{xx}$, $\sigma_{zz}$ and $\sigma_{xz}$ have the form $(a+bkz)e^{-kz}$. A complete pattern gives a sum of exponentials for the dilatation, and the slowest one wins at depth.

## Why the dilatation is a pure exponential

Force balance, $\partial_j\sigma_{ij}=0$, written in displacements is Navier's equation,

$$\mu\nabla^2\mathbf u+(\lambda+\mu)\nabla e=0 .$$

Take its divergence. Since $\nabla\cdot\nabla^2\mathbf u=\nabla^2e$, the two terms add:

$$(\lambda+2\mu)\nabla^2e=0 .$$

So $e$ is harmonic. With $e=g(z)\cos kx$ this becomes $g''=k^2g$, whose solutions are $e^{kz}$ and $e^{-kz}$. Decay at depth removes the first. Harmonicity alone would not be enough: the single wavevector and the deep substrate are also needed.

The argument shows where it can fail. A body force $\mathbf f$ changes the result to $(\lambda+2\mu)\nabla^2e=-\nabla\cdot\mathbf f$. Uniform gravity has no divergence and does no harm. A buried region with a different stress-free lattice size acts like a body force where that size varies, so $e$ need not be harmonic there. Beneath the region, if the elastic constants are uniform, the argument applies again and each harmonic decays as $e^{-kz}$.

## Why the stresses acquire a factor of depth

Divide Navier's equation by $\mu$:

$$\nabla^2\mathbf u=-\frac{1}{1-2\nu}\nabla e .$$

The source on the right varies as $e^{-kz}$, which is also the depth dependence of the free solutions of $\nabla^2\mathbf u=0$. This is a resonance in depth, like an oscillator driven at its own frequency, and the response gains a factor $z$. To see this, let $\phi$ be any Cartesian component of $\nabla e$. It is harmonic and satisfies $\partial_z\phi=-k\phi$, so

$$\nabla^2(z\phi)=z\nabla^2\phi+2\partial_z\phi=-2k\phi .$$

A particular solution is therefore

$$\mathbf u_{\rm p}=\frac{z\nabla e}{2k(1-2\nu)} .$$

Its divergence has no linear factor, because $\nabla^2e=0$:

$$\nabla\cdot(z\nabla e)=\partial_ze+z\nabla^2e=-ke .$$

A harmonic displacement proportional to $e^{-kz}$ is added to meet the boundary conditions and to restore the full dilatation. It brings no factor of $z$.

The linear part of the stress can now be read off. In $2\mu\varepsilon_{ij}$, the terms in which $z$ is not differentiated are

$$\sigma_{ij}^{\rm lin}=\frac{\mu z}{k(1-2\nu)}\,\partial_i\partial_je .$$

The trace of this tensor is proportional to $\nabla^2e=0$. The linear terms in $\sigma_{xx}$ and $\sigma_{zz}$ are thus equal and opposite: they redistribute stress between directions without changing its sum. Nothing depends on $y$, so $\sigma_{yy}$ has no linear term.

## The complete stresses

In-plane force balance is satisfied identically by an Airy function $\chi$:

$$\sigma_{xx}=\partial_z^2\chi,\qquad \sigma_{zz}=\partial_x^2\chi,\qquad \sigma_{xz}=-\partial_x\partial_z\chi .$$

In plane strain $\varepsilon_{xx}+\varepsilon_{zz}=e$, so Hooke's law gives

$$\sigma_{xx}+\sigma_{zz}=2\lambda e+2\mu e=2(\lambda+\mu)e .$$

The left side is $\nabla^2\chi$ and the right side is harmonic, hence $\nabla^4\chi=0$. For $\chi=f(z)\cos kx$ this reads $(d^2/dz^2-k^2)^2f=0$. The decaying solutions are

$$\chi=(A+Bz)e^{-kz}\cos kx .$$

Differentiation gives

$$\sigma_{zz}=-k^2(A+Bz)e^{-kz}\cos kx,$$
$$\sigma_{xz}=k(B-kA-kBz)e^{-kz}\sin kx,$$
$$\sigma_{xx}=(k^2A-2kB+k^2Bz)e^{-kz}\cos kx .$$

At $z=0$ the first line requires $A=-N/k^2$. The second requires $k(B-kA)=T$, so $B=T/k+kA=(T-N)/k$. Substitution yields

$$\sigma_{xx}=[N-2T+(T-N)s]\,e^{-s}\cos kx,$$
$$\sigma_{zz}=[N-(T-N)s]\,e^{-s}\cos kx,$$
$$\sigma_{xz}=[T-(T-N)s]\,e^{-s}\sin kx .$$

In the sum of the first two lines the linear terms cancel, leaving $2(N-T)e^{-s}\cos kx$. Since $1/[2(\lambda+\mu)]=(1-2\nu)/(2\mu)$,

$$e=\frac{1-2\nu}{\mu}(N-T)e^{-s}\cos kx,\qquad \sigma_{yy}=\lambda e=\nu(\sigma_{xx}+\sigma_{zz}).$$

The in-plane stresses were tested against a numerical solution of the equilibrium equations that assumed no depth law. For $(N,T)=(0,1)$, $(1,0)$, $(1,1)$ and $(0.7,-0.4)$ at $\nu=0.2223$, the largest difference in the dilatation (with $\mu=1$) and the three stresses was $5\times10^{-10}$.

Three cases show what controls the linear term.

- **Normal load, $T=0$.** The amplitudes are $\sigma_{xx}=N(1-s)e^{-s}$ and $\sigma_{zz}=N(1+s)e^{-s}$. The vertical stress starts with zero slope and exceeds the pure exponential $Ne^{-s}$ in size at every depth below the surface.
- **Balanced load, $N=T$.** The dilatation vanishes, and with it the resonant source. All stresses are then pure exponentials.
- **Nearly incompressible substrate, $\nu\to1/2$.** At fixed loads $e\to0$, but the sum $\sigma_{xx}+\sigma_{zz}$ stays finite and so do the linear terms. The general criterion is therefore whether this sum vanishes.

## Stressor stripes

Let a thin film have local force per length $S(x)$, its stress times its thickness. Balance of a film element requires the substrate to pull on it with $-dS/dx$ per unit area; the film pulls on the substrate with $+dS/dx$. The outward normal of the substrate is $-\hat z$, so this traction equals $-\sigma_{xz}(x,0)$. For $S=S_1\cos kx$,

$$\sigma_{xz}(x,0)=-\frac{dS}{dx}=kS_1\sin kx,\qquad T=kS_1,\quad N=0 .$$

Setting $N=0$ neglects the film's thickness $h$ compared with $1/k$; the omitted normal load is about $-Tkh/2$, some 3% of $T$ in the example below. The amplitudes become

$$\sigma_{xx}=-T(2-s)e^{-s},\quad \sigma_{zz}=-Ts\,e^{-s},\quad \sigma_{xz}=T(1-s)e^{-s},\quad e=-\frac{(1-2\nu)T}{\mu}e^{-s}.$$

A tensile stripe compresses the silicon beneath it. The vertical stress is zero at the free surface and largest in size at $s=1$, where the derivative of $se^{-s}$ vanishes. The lateral stress changes sign at $s=2$. At $s=1$ the shear stress vanishes and $\sigma_{xx}=\sigma_{zz}$ for every $x$, so in this harmonic the stress in the $xz$ plane is purely isotropic at that depth.

## How large

Consider silicon nitride stripes on (001) silicon, 500 nm wide with a 1000 nm period, 10 nm thick and under 1 GPa tension. These numbers and the elastic constants are inputs chosen for the example and are only roughly typical. For silicon take $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa. Assuming uniform strain among crystal orientations gives the average shear modulus $(C_{11}-C_{12}+3C_{44})/5=68.4$ GPa; assuming uniform stress gives $5(C_{11}-C_{12})C_{44}/[4C_{44}+3(C_{11}-C_{12})]=65.2$ GPa. Their mean is $\mu=66.8$ GPa. With the bulk modulus $K=(C_{11}+2C_{12})/3=98$ GPa, $\nu=(3K-2\mu)/[2(3K+\mu)]=0.2223$. Then

$$\frac1k=\frac{1000\ {\rm nm}}{2\pi}=159\ {\rm nm},\qquad S=(1\ {\rm GPa})(10\ {\rm nm})=10\ {\rm N/m}.$$

For stripes of width $w$ and period $L$, centred at $x=0$, the Fourier coefficients are

$$S_n=\frac2L\int_{-w/2}^{w/2}S\cos(nkx)\,dx=\frac{2S}{n\pi}\sin\frac{n\pi w}{L}.$$

Here $w=L/2$, so $S_1=2S/\pi=6.37$ N/m and $T=kS_1=40$ MPa. The surface dilatation of the fundamental is $-(1-0.4446)(40\ {\rm MPa})/(66.8\ {\rm GPa})=-3.33\times10^{-4}$. Below the stripe centre the fundamental gives:

| $kz$ | $z$ (nm) | $e$ ($10^{-6}$) | $\sigma_{xx}$ (MPa) | $\sigma_{zz}$ (MPa) |
|---|---|---|---|---|
| 0 | 0 | −333 | −80.0 | 0 |
| 1 | 159 | −122 | −14.7 | −14.7 |
| 2 | 318 | −45.0 | 0 | −10.8 |
| 3 | 477 | −16.6 | 2.0 | −6.0 |
| 4 | 637 | −6.1 | 1.5 | −2.9 |

The dilatation falls by the factor $1/\mathrm e=0.368$ in every row. The stresses do not. Between $kz=2$ and $kz=4$, $\sigma_{zz}$ falls from 10.8 to 2.9 MPa in size, a factor whose logarithm is $2-\ln2=1.31$. A single exponential drawn through these points would have a decay length of $2/(1.31k)=244$ nm, about half as long again as the true 159 nm. The excess comes from the factor $kz$, not from a slower elastic mode.

### The whole pattern near the surface

For half-period stripes $\sin(n\pi/2)$ is zero for even $n$ and alternates in sign for odd $n$. The traction amplitude $nkS_n$ is then $\pm T$ for every odd harmonic: sharp edges do not weaken the higher harmonics at the surface. Below the stripe centre the dilatation is a geometric series,

$$e=-\frac{(1-2\nu)T}{\mu}\left(e^{-s}-e^{-3s}+e^{-5s}-\dots\right)=-\frac{(1-2\nu)T}{\mu}\,\frac{1}{2\cosh s},$$

with the surface value taken as the limit $s\to0$. Its ratio to the fundamental is $1/(1+e^{-2s})$: 0.50 at the surface, 0.88 at $kz=1$ and 0.98 at $kz=2$. The surface dilatation at the centre is thus $-1.66\times10^{-4}$, half the value in the table. Each harmonic is a pure exponential, but the total becomes one only at depth.

## What the model leaves out

**Cubic anisotropy** changes the shape of the decay. Let $x$ lie along [110] and $z$ along [001]. The constants needed are $c_{11}'=(C_{11}+C_{12}+2C_{44})/2=195$ GPa, $c_{13}=C_{12}=64$ GPa, $c_{33}=C_{11}=166$ GPa and $c_{55}=C_{44}=80$ GPa. Insert $u_x=Ue^{-pkz}\sin kx$ and $u_z=We^{-pkz}\cos kx$ into the force balance:

$$(c_{55}p^2-c_{11}')U+p(c_{13}+c_{55})W=0,$$
$$-p(c_{13}+c_{55})U+(c_{33}p^2-c_{55})W=0 .$$

A nonzero solution needs a vanishing determinant:

$$c_{33}c_{55}p^4-\left[c_{11}'c_{33}+c_{55}^2-(c_{13}+c_{55})^2\right]p^2+c_{11}'c_{55}=0 .$$

In the isotropic case $c_{11}'=c_{33}=\lambda+2\mu$, $c_{13}=\lambda$ and $c_{55}=\mu$. The bracket becomes $2\mu(\lambda+2\mu)$, and the equation reduces to $(p^2-1)^2=0$. This double root is the same resonance that produced the factor $z$. For this orientation of silicon it splits into $p=0.939\pm0.450i$. Here the linear factor is replaced by a slow oscillation, and the dilatation is no longer harmonic, since that would require $p=1$.

For the same fundamental load, the cubic surface dilatation is $-271\times10^{-6}$ instead of $-333\times10^{-6}$, a difference of 19% of the isotropic value. At $kz=1$, 2 and 3 the two differ by roughly 5 to 10% of the local isotropic value. At $kz=4$ the cubic result is only half the isotropic one, and it changes sign at $kz=4.87$, or 776 nm. For this orientation and load the isotropic formula is therefore a fair guide to the size of the dilatation over the first three decay lengths, with its largest error at the surface, and a poor one beyond them. It is a worse guide to the slope: the local decay length $-e/(\partial e/\partial z)$ falls from $1.62/k$ at the surface to $1.16/k$ at $kz=1$ and $0.75/k$ at $kz=3$.

**Film relaxation** lowers the fundamental load. On the surface below the stripe, with $\theta=kx$, the harmonics sum to

$$\sigma_{xx}=-2T(\cos\theta-\cos3\theta+\dots)=-\frac{T}{\cos\theta},$$

because the bracket is the real part of $e^{i\theta}/(1+e^{2i\theta})=1/(2\cos\theta)$. Since $\sigma_{zz}=0$ there, the strain is $\varepsilon_{xx}=(1-\nu)\sigma_{xx}/(2\mu)$, or $-2.3\times10^{-4}$ at the centre. The film follows this strain. For a film Young modulus of 250 GPa and Poisson ratio of 0.25, its plane-strain modulus is $250/(1-0.25^2)=267$ GPa, so it loses 62 MPa, or 6.2% of its stress. The loss grows towards the edges as $1/\cos\theta$. Projected on the fundamental, the factor $\cos\theta$ cancels this growth, and the lost force equals its central value. Relative to $S_1=2S/\pi$ the loss is $(\pi/2)\times6.2\%\approx10\%$. This is a first-order estimate; the loss diverges at the edge because the estimate keeps the full film force right up to it. Solving the thin-film balance self-consistently still gives 10% for the fundamental but 7.2% at the centre. The load then moves inward from the edges, so the surface dilatation at the centre grows in size from $-1.66\times10^{-4}$ to about $-1.9\times10^{-4}$.

**The finite wafer** adds a stress from the mean film force, $S/2=5$ N/m. It is nearly uniform over the depths considered here, which are small compared with the wafer thickness. In a free wafer of thickness $H=500$ µm, direct compression gives $-(S/2)/H$ at the film side. The bending moment $(S/2)H/2$ adds $-6/H^2$ times itself, or $-3(S/2)/H$. The total is $-4(S/2)/H=-0.04$ MPa. The isotropic sum $|\sigma_{xx}+\sigma_{zz}|=2Te^{-s}$ falls to this size at $s=\ln(80/0.04)=7.6$, or 1210 nm. Below that depth this background exceeds the pattern's own contribution to the sum; for a single stress component the depth is different. A biaxially stressed film adds the same background along $y$, so the isotropic dilatation meets its background earlier, at $s=7.1$ (1130 nm). In the cubic case above the sum passes through zero near $kz=4.3$, where the background already dominates locally. It already biases a fitted decay at somewhat smaller depths, so it should be subtracted first.

**In a real process** the film may be thicker than 10 nm. That value was chosen to keep the load simple: $kh=0.063$ for film thickness $h$. At fixed film stress and period the first-order relaxation is proportional to $h$, so a 50 nm film would lose about 31% at the stripe centre, too much for a first-order estimate to be reliable. Etched trenches, buried oxide and recessed stressors break the assumption of a flat, homogeneous half-space; their effect depends on the geometry and is not sized here.

## What to do about it

**Choose the quantity before fitting a decay length.** In a nearly isotropic substrate, fit an exponential to $e$ or to $\sigma_{xx}+\sigma_{zz}$, at depths where the fundamental dominates. Fit a single component with $(a+bkz)e^{-kz}$, holding $k$ at the value set by the period. In silicon, use at all depths the roots for the actual wafer and stripe orientation. They are $0.939\pm0.450i$ only for (001) with $x$ along [110]; with $x$ along [100] they are $0.865\pm0.501i$, and on a (110) wafer with $x$ along $[1\bar10]$ they are real, 1.73 and 0.58, which gives a slower tail and no oscillation. A single exponential can match the size of the dilatation roughly and still give a decay length that depends on the range fitted.

**Choose the period for the depth and the component that matter.** Hold $S$ and the ratio $w/L$ fixed, so that $T\propto k$. The fundamental dilatation at depth $z$ then varies as $ke^{-kz}$. Its derivative with respect to $k$ vanishes at $kz=1$, which gives $L=2\pi z$. The fundamental vertical stress varies as $k^2ze^{-kz}$, which is largest at $kz=2$, or $L=\pi z$. For the fundamental, the linear factor thus halves the best period.

For half-period stripes the complete dilatation below the centre varies as $k/\cosh kz$. Its maximum satisfies $kz\tanh kz=1$, so $kz=1.20$ and $L=5.2z$. Taken together, the higher harmonics oppose the fundamental there, and a shorter period suppresses them. These rules hold for an isotropic substrate and a thin film with negligible relaxation. For (001) silicon with $x$ along [110] the three periods become $5.6z$, $3.4z$ and $4.7z$ in place of $6.3z$, $3.1z$ and $5.2z$.

**Do not infer one component from another.** At 318 nm in the isotropic example, the fundamental's lateral stress is zero, yet its vertical stress is −10.8 MPa and its dilatation is $-45\times10^{-6}$. A band-edge shift that follows volume change persists at a depth where a measurement of $\sigma_{xx}$ alone would suggest unstrained material. The numerical output lists the remaining values.

## Numbers as computed

```
INPUTS (rough typical values)
silicon C11, C12, C44 = 166, 64, 80 GPa
period, stripe width = 1000, 500 nm
film thickness = 10 nm
film stress = 1.0 GPa
film Young modulus = 250 GPa, Poisson ratio = 0.25
wafer thickness = 500 um
ISOTROPIC MODEL, FUNDAMENTAL HARMONIC
averaged shear modulus = 66.79 GPa, Poisson ratio = 0.2223
k = 0.006283 1/nm, decay length 1/k = 159.15 nm
film force S = 10.000 N/m, fundamental S1 = 6.3662 N/m
shear traction amplitude T = 40.000 MPa
below stripe centre: kz, z (nm), dilatation (1e-6),
  sigma_xx, sigma_zz, sigma_xx+sigma_zz, sigma_yy (MPa)
  0.0    0.00  -332.605   -80.000     0.000   -80.000   -17.786
  0.5   79.58  -201.735   -36.392   -12.131   -48.522   -10.788
  1.0  159.15  -122.359   -14.715   -14.715   -29.430    -6.543
  2.0  318.31   -45.013     0.000   -10.827   -10.827    -2.407
  3.0  477.46   -16.559     1.991    -5.974    -3.983    -0.886
  4.0  636.62    -6.092     1.465    -2.931    -1.465    -0.326
numerical zero of sigma_xx: kz = 2.0000, z = 318.3 nm
numerical peak of |sigma_zz|: kz = 1.0000, z = 159.2 nm
largest collocation-formula difference = 5.3e-10 (unit load)
ALL HARMONICS, STRIPE CENTRE: kz, dilatation (1e-6), ratio to fundamental
  0.0  -166.303 0.5000
  1.0  -107.773 0.8808
  2.0   -44.204 0.9820
  3.0   -16.519 0.9975
NEGLECTED EFFECTS
cubic decay roots / k = 0.9388 +/- 0.4499 i
cubic silicon, fundamental: kz, dilatation (1e-6)
  0.0  -270.952
  1.0  -128.440
  2.0   -49.023
  3.0   -14.884
  4.0    -2.985
cubic dilatation changes sign at kz = 4.873, z = 775.6 nm
largest cubic-isotropic gap / isotropic surface value = 0.185
film stress lost at stripe centre (first order) = 6.21 %
fundamental film force lost (first order) = 9.75 %
film thickness times k = 0.0628
uniform wafer stress, rough size = 0.0400 MPa
depth where it equals |sigma_xx+sigma_zz| = 1210 nm
```
